# Surface-diffusion breakup of a cylindrical macropore into spherical voids: a numerical check

```python
"""Breakup of a cylindrical void by surface diffusion.

Result under test: the fastest-growing wavelength is 2*pi*sqrt(2)*R0 and
one void per wavelength gives spheres of radius (3*pi/sqrt(2))**(1/3)*R0.
R0: pore radius; x = wavenumber*R0; B = Ds*gamma*Omega^2*nu/kT, with
Ds surface mass diffusivity, gamma surface energy, Omega atomic volume,
nu surface site density. Reduced length is R0, reduced time is R0^4/B.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import k0, k1

# Closed forms to be tested
x_peak = 1 / np.sqrt(2)
wave_ratio = 2 * np.pi * np.sqrt(2)
void_ratio = (3 * np.pi / np.sqrt(2)) ** (1 / 3)


def void_from_wavelength(wavelength):
    """Sphere radius holding one wavelength of a unit-radius cylinder."""
    return (0.75 * wavelength) ** (1 / 3)


# Symbolic first variation of surface energy about a unit cylinder
z, phi, eps = sp.symbols("z phi epsilon", real=True)
xs, ms, aniso = sp.symbols("x m s", positive=True)
R, P, Q = sp.symbols("R P Q", real=True)


def symbolic_rate(density, mode):
    profile = 1 + eps * mode
    values = {R: profile, P: sp.diff(profile, z), Q: sp.diff(profile, phi)}
    potential = (sp.diff(density, R).subs(values)
                 - sp.diff(sp.diff(density, P).subs(values), z)
                 - sp.diff(sp.diff(density, Q).subs(values), phi)) / profile
    first = sp.diff(potential, eps).subs(eps, 0).doit()
    return sp.simplify((sp.diff(first, z, 2) + sp.diff(first, phi, 2)) / mode)


area_density = sp.sqrt(R**2 * (1 + P**2) + Q**2)
general_rate = symbolic_rate(area_density, sp.cos(xs*z) * sp.cos(ms*phi))
expected = (xs**2 + ms**2) * (1 - xs**2 - ms**2)
for xv, mv in ((0.4, 1), (0.7, 2), (1.3, 1), (0.2, 3)):
    point = {xs: xv, ms: mv, z: 0.31, phi: 0.17}
    assert abs(float((general_rate - expected).subs(point))) < 1e-9

tilt_density = R * sp.sqrt(1 + P**2) * (1 + aniso * sp.atan(P)**2 / 2)
tilt_rate = symbolic_rate(tilt_density, sp.cos(xs*z))
for sv in (-0.3, 0.3):
    rate_function = sp.lambdify(xs, tilt_rate.subs({aniso: sv, z: 0.31}))
    best = minimize_scalar(lambda q: -rate_function(q), bounds=(0.2, 1.1),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(2*np.pi/best.x / (wave_ratio*np.sqrt(1 + sv)) - 1) < 1e-5

# Sphere: here z is the polar angle
for degree in (2, 3, 4):
    shape = sp.legendre(degree, sp.cos(z))
    profile = 1 + eps * shape
    values = {R: profile, P: sp.diff(profile, z)}
    density = R * sp.sin(z) * sp.sqrt(R**2 + P**2)
    curvature = (sp.diff(density, R).subs(values)
                 - sp.diff(sp.diff(density, P).subs(values), z))
    curvature = curvature / (profile**2 * sp.sin(z))
    first = sp.diff(curvature, eps).subs(eps, 0)
    change = sp.diff(sp.sin(z) * sp.diff(first, z), z) / sp.sin(z)
    decay = -float((change / shape).subs(z, 0.7).evalf())
    formula = (degree - 1) * degree * (degree + 1) * (degree + 2)
    assert abs(decay / formula - 1) < 1e-8


# Full nonlinear axisymmetric equation, finite volumes on half a period
def square_radius_rate(square_radius, half_length):
    radius = np.sqrt(np.maximum(square_radius, 1e-6))
    step = half_length / radius.size
    padded = np.concatenate(([radius[0]], radius, [radius[-1]]))
    slope = (padded[2:] - padded[:-2]) / (2 * step)
    bend = (padded[2:] - 2 * radius + padded[:-2]) / step**2
    metric = 1 + slope**2
    curvature = 1 / (radius * np.sqrt(metric)) - bend / metric**1.5
    face_slope = np.diff(radius) / step
    face_radius = (radius[1:] + radius[:-1]) / 2
    flow = face_radius / np.sqrt(1 + face_slope**2) * np.diff(curvature) / step
    return 2 * np.diff(np.concatenate(([0.0], flow, [0.0]))) / step


def measured_rate(x, cells=160, amplitude=1e-4):
    half_length = np.pi / x
    centres = (np.arange(cells) + 0.5) * half_length / cells
    mode = np.cos(x * centres)
    radius = 1 + amplitude * mode
    speed = square_radius_rate(radius**2, half_length) / (2 * radius)
    return 2 * np.mean(speed * mode) / amplitude


for x in (0.3, 0.7, 0.95, 1.2):
    assert abs(measured_rate(x) - x**2 * (1 - x**2)) < 5e-4
peak = minimize_scalar(lambda q: -measured_rate(q), bounds=(0.4, 0.95),
                       method="bounded", options={"xatol": 1e-5})
measured_wave = 2 * np.pi / peak.x
assert abs(measured_wave / wave_ratio - 1) < 5e-3


def sphere_volume(radius):
    return quad(lambda h: np.pi * (radius**2 - h**2), -radius, radius)[0]


measured_void = brentq(lambda a: sphere_volume(a) - np.pi*measured_wave, 1, 3)
assert abs(measured_void / void_ratio - 1) < 2e-3

# Example inputs: rough typical values for silicon in hydrogen
pore_radius = 200.0       # nm
temperature = 1373.0      # K
surface_energy = 7.5      # eV/nm^2
atomic_volume = 0.020     # nm^3
surface_diffusivity = 1e8  # nm^2/s
roughness = 2.0           # nm
hydrogen_torr = 10.0      # Torr
bulk_diffusivity = 0.2    # nm^2/s
vapour_torr = 3e-7        # Torr
tilt_strength = 0.3       # size of gamma''/gamma

thermal = const.k * temperature / const.e
site_density = atomic_volume ** (-2 / 3)
mobility = (surface_diffusivity * surface_energy * atomic_volume**2
            * site_density / thermal)
time_unit = pore_radius**4 / mobility
growth_time = 4 * time_unit
gain = np.log(pore_radius / roughness)
wavelength = wave_ratio * pore_radius
void_radius = void_ratio * pore_radius
rounding_time = void_ratio**4 / 24 * time_unit


# Follow the selected wavelength until the neck is a tenth of R0
def close_neck(cells):
    half_length = wave_ratio / 2
    step = half_length / cells
    centres = (np.arange(cells) + 0.5) * step
    amplitude = roughness / pore_radius
    start = np.sqrt(1 - amplitude**2/2) + amplitude*np.cos(x_peak*centres)

    def neck_event(t, y):
        return y.min() - 0.1**2
    neck_event.terminal = True
    run = solve_ivp(lambda t, y: square_radius_rate(y, half_length),
                    (0, 60), start**2, method="LSODA", events=neck_event,
                    rtol=1e-7, atol=1e-9, lband=2, uband=2)
    assert run.status == 1, "neck did not close"
    final = run.y_events[0][0]
    neck = int(np.argmin(final))
    lobe = (1.5 * step * final[:neck + 1].sum()) ** (1 / 3)
    outside = final[neck + 1:].sum() / final.sum()
    return run.t_events[0][0], centres[neck]/half_length, lobe, outside


coarse = close_neck(120)
closing, neck_place, lobe_radius, outside_fraction = close_neck(200)
assert abs(coarse[0] / closing - 1) < 0.01
assert abs(lobe_radius / void_ratio - 1) < 0.02

# Band of wavelengths whose amplitude is within 1/e of the peak
band_x = np.sqrt((1 + np.array([-1, 1]) / np.sqrt(gain)) / 2)
top_rate = measured_rate(x_peak)


def band_edge(q):
    return gain * (1 - measured_rate(q) / top_rate) - 1


band_numeric = np.array([brentq(band_edge, 0.1, x_peak),
                         brentq(band_edge, x_peak, 0.999)])
assert np.max(np.abs(band_numeric / band_x - 1)) < 3e-3
band_wave = 2 * np.pi / band_x
band_void = void_from_wavelength(band_wave)


# Front started at a pore end: linear spreading point
def spreading(unknown):
    wave = unknown[0] + 1j * unknown[1]
    speed = unknown[2]
    stationary = 2 * wave - 4 * wave**3 + 1j * speed
    growth = wave**2 - wave**4 + 1j * wave * speed
    return [stationary.real, stationary.imag, growth.real]


real_k, imag_k, front_speed = fsolve(spreading, [0.84, 0.26, 1.6])
front_k = real_k + 1j * imag_k
front_exponent = front_k**2 - front_k**4 + 1j * front_k * front_speed
front_wave = 2 * np.pi * front_speed / front_exponent.imag
front_void = void_from_wavelength(front_wave)
late = 60.0
grid = np.linspace(-3, 3, 60001)
direct = np.sum(np.exp(late * (grid**2 - grid**4))
                * np.cos(grid * front_speed * late)) * (grid[1] - grid[0])
saddle = (2 * np.exp(late * front_exponent)
          * np.sqrt(2 * np.pi / (late * (12 * front_k**2 - 2))))
assert abs(direct - saddle.real) < 0.02 * abs(saddle)

# Bulk diffusion: decaying radial field outside the pore
radial = solve_ivp(lambda r, y: [y[1], x_peak**2 * y[0] - y[1] / r],
                   (25, 1), [1e-8, -x_peak * 1e-8], rtol=1e-9, atol=1e-18)
wall_slope = -radial.y[1, -1] / radial.y[0, -1]
bulk_factor = x_peak * k1(x_peak) / k0(x_peak)
assert abs(wall_slope / bulk_factor - 1) < 1e-5
bulk_ratio = (bulk_diffusivity * bulk_factor * pore_radius
              / (atomic_volume*site_density*surface_diffusivity*x_peak**2))

silicon_mass = 28.085 * const.atomic_mass
vapour_flux = (vapour_torr * const.torr * 1e-18
               / np.sqrt(2*np.pi*silicon_mass*const.k*temperature))
vapour_ratio = (vapour_flux * pore_radius**2
                / (surface_diffusivity * site_density * x_peak**2))
capillary_torr = (surface_energy / pore_radius * const.e * 1e27
                  / const.torr)
gibbs_ratio = atomic_volume * surface_energy / (pore_radius * thermal)
tilt_void = void_ratio * (1 + np.array([-1, 1])*tilt_strength) ** (1 / 6)
assert max(bulk_ratio, vapour_ratio, gibbs_ratio) < 0.02
assert hydrogen_torr / capillary_torr < 0.01

print(f"Pore radius R0: {pore_radius:.0f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal:.4f} eV")
print(f"Surface energy: {surface_energy:.1f} eV/nm^2")
print(f"Atomic volume: {atomic_volume:.3f} nm^3")
print(f"Site density: {site_density:.2f} nm^-2")
print(f"Surface diffusivity: {surface_diffusivity:.1e} nm^2/s")
print(f"Initial roughness: {roughness:.1f} nm")
print(f"Coefficient B: {mobility:.3e} nm^4/s")
print(f"Time unit R0^4/B: {time_unit:.1f} s")
print(f"Peak x, formula: {x_peak:.4f} (no unit)")
print(f"Peak x, nonlinear code: {peak.x:.4f} (no unit)")
print(f"Peak rate, nonlinear code: {-peak.fun:.4f} B/R0^4")
print(f"Wavelength/R0, formula: {wave_ratio:.4f} (no unit)")
print(f"Wavelength/R0, code: {measured_wave:.4f} (no unit)")
print(f"Void radius/R0, formula: {void_ratio:.4f} (no unit)")
print(f"Void radius/R0, code: {measured_void:.4f} (no unit)")
print(f"Wavelength: {wavelength:.0f} nm = {10*wavelength:.0f} angstrom")
print(f"Void radius: {void_radius:.1f} nm = {10*void_radius:.0f} angstrom")
print(f"Solid gap between voids: {wavelength - 2*void_radius:.0f} nm")
print(f"Sphere/cylinder area: {2*void_ratio**2/wave_ratio:.4f} (no unit)")
print(f"Growth e-folding time: {growth_time:.0f} s")
print(f"Amplification N=ln(R0/roughness): {gain:.3f} (no unit)")
print(f"Linear breakup time: {gain*growth_time:.0f} s")
print(f"Nonlinear time to neck 0.1 R0: {closing*time_unit:.0f} s")
print(f"Same, coarser grid: {coarse[0]*time_unit:.0f} s")
print(f"Neck place/half wavelength: {neck_place:.4f} (no unit)")
print(f"Main lobe sphere radius/R0: {lobe_radius:.4f} (no unit)")
print(f"Volume beyond neck: {100*outside_fraction:.3f} %")
print(f"Sphere rounding time, l=2: {rounding_time:.1f} s")
print(f"Band wavelength/R0, long: {band_wave[0]:.2f} (no unit)")
print(f"Band wavelength/R0, short: {band_wave[1]:.2f} (no unit)")
print(f"Band void radius/R0, large: {band_void[0]:.3f} (no unit)")
print(f"Band void radius/R0, small: {band_void[1]:.3f} (no unit)")
print(f"Tilt strength tried: +/-{tilt_strength:.1f} (no unit)")
print(f"Void radius/R0, negative tilt: {tilt_void[0]:.3f} (no unit)")
print(f"Void radius/R0, positive tilt: {tilt_void[1]:.3f} (no unit)")
print(f"End-front speed: {front_speed:.4f} B/R0^3")
print(f"End-front wavelength/R0: {front_wave:.3f} (no unit)")
print(f"End-front void radius/R0: {front_void:.3f} (no unit)")
print(f"Bulk diffusivity: {bulk_diffusivity:.1f} nm^2/s")
print(f"Bulk/surface growth rate: {bulk_ratio:.1e} (no unit)")
print(f"Silicon vapour pressure: {vapour_torr:.1e} Torr")
print(f"Vapour/surface growth rate: {vapour_ratio:.1e} (no unit)")
print(f"Hydrogen pressure: {hydrogen_torr:.0f} Torr")
print(f"Capillary pressure gamma/R0: {capillary_torr:.2e} Torr")
print(f"Gibbs-Thomson exponent: {gibbs_ratio:.2e} (no unit)")
print("PASS")
```

Running it gives:

```
Pore radius R0: 200 nm
Temperature: 1373 K
Thermal energy kT: 0.1183 eV
Surface energy: 7.5 eV/nm^2
Atomic volume: 0.020 nm^3
Site density: 13.57 nm^-2
Surface diffusivity: 1.0e+08 nm^2/s
Initial roughness: 2.0 nm
Coefficient B: 3.441e+07 nm^4/s
Time unit R0^4/B: 46.5 s
Peak x, formula: 0.7071 (no unit)
Peak x, nonlinear code: 0.7071 (no unit)
Peak rate, nonlinear code: 0.2500 B/R0^4
Wavelength/R0, formula: 8.8858 (no unit)
Wavelength/R0, code: 8.8856 (no unit)
Void radius/R0, formula: 1.8819 (no unit)
Void radius/R0, code: 1.8818 (no unit)
Wavelength: 1777 nm = 17772 angstrom
Void radius: 376.4 nm = 3764 angstrom
Solid gap between voids: 1024 nm
Sphere/cylinder area: 0.7971 (no unit)
Growth e-folding time: 186 s
Amplification N=ln(R0/roughness): 4.605 (no unit)
Linear breakup time: 856 s
Nonlinear time to neck 0.1 R0: 633 s
Same, coarser grid: 633 s
Neck place/half wavelength: 0.9975 (no unit)
Main lobe sphere radius/R0: 1.8819 (no unit)
Volume beyond neck: 0.000 %
Sphere rounding time, l=2: 24.3 s
Band wavelength/R0, long: 12.16 (no unit)
Band wavelength/R0, short: 7.34 (no unit)
Band void radius/R0, large: 2.089 (no unit)
Band void radius/R0, small: 1.766 (no unit)
Tilt strength tried: +/-0.3 (no unit)
Void radius/R0, negative tilt: 1.773 (no unit)
Void radius/R0, positive tilt: 1.966 (no unit)
End-front speed: 1.6221 B/R0^3
End-front wavelength/R0: 8.206 (no unit)
End-front void radius/R0: 1.833 (no unit)
Bulk diffusivity: 0.2 nm^2/s
Bulk/surface growth rate: 3.3e-06 (no unit)
Silicon vapour pressure: 3.0e-07 Torr
Vapour/surface growth rate: 3.2e-05 (no unit)
Hydrogen pressure: 10 Torr
Capillary pressure gamma/R0: 4.51e+04 Torr
Gibbs-Thomson exponent: 6.34e-03 (no unit)
PASS
```
